# The Coulomb term in donor-acceptor luminescence of silicon: a program that tests the result

```python
# Result under test: a donor-acceptor pair at distance R in a crystal emits
#   h nu = Eg - E_D - E_A + e^2/(eps R) + small initial-state terms,
# and e^2/(eps R) is about 25 meV in silicon at R = 5 nm.
# Gaussian e^2 is expressed in eV nm; eps = static dielectric constant;
# a = radius of the 1s envelope; J = first-order energy of the neutral pair;
# C = coefficient of the second-order dipole energy -C e^2/(eps a) (a/R)^6.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

e2 = const.e / (4 * math.pi * const.epsilon_0) * 1e9          # eV nm
e2_from_alpha = const.alpha * const.hbar * const.c / const.e * 1e9
assert abs(e2 / e2_from_alpha - 1) < 1e-8

# Rough typical values for cold silicon with shallow impurities
eps, eps_room = 11.4, 11.7
R = 5.0                       # nm
gap = 1.17                    # eV
bind_D = bind_A = 0.045       # eV
phonon = 0.058                # eV, transverse optical
mass_t, mass_l = 0.19, 0.92   # electron masses / free mass
lattice = 0.543               # nm


def coulomb(distance, dielectric=eps):
    return e2 / (dielectric * distance)


# Ion-ion energy from the overlap of the two electric fields
def field_overlap_energy(distance, sign_product):
    x, w = np.polynomial.legendre.leggauss(80)
    x, w = (x + 1) / 2, w / 2
    r1_all = np.concatenate([distance * x, distance / x])
    w_all = np.concatenate([distance * w, distance * w / x**2])
    total = 0.0
    for r1, w1 in zip(r1_all, w_all):
        low, high = abs(r1 - distance), r1 + distance
        span = math.log(high / low)
        r2 = low * np.exp(span * x)
        dot = (r1**2 + r2**2 - distance**2) / (2 * r1**3 * r2**3)
        volume = 2 * math.pi * r1 * r2 / distance
        total += w1 * np.sum(w * span * r2 * dot * volume)
    return eps / (4 * math.pi) * sign_product * e2 / eps**2 * total


ion_energy = field_overlap_energy(R, -1)
assert abs(ion_energy + coulomb(R)) < 1e-7
U = coulomb(R)
assert abs(U - 0.025) < 0.001


# First-order interaction of the two neutral impurities, relative to U
def neutral_ratio(rho):
    return math.exp(-2 * rho) * (-1 - 5*rho/8 + 3*rho**2/4 + rho**3/6)


def neutral_ratio_fourier(rho):
    def integrand(k):
        cloud = 1 / (1 + k * k / 4)**2
        return (2 * cloud - cloud**2) * np.sinc(k * rho / math.pi)
    value = quad(integrand, 0, 200, limit=1000, epsabs=1e-11)[0]
    return -1 + rho * 2 / math.pi * value


# Second-order dipole coefficient from the hydrogenic p channel
def radial_integral(n):
    return math.factorial(n) / 2.0**(n + 1)


powers = range(2, 10)
size = len(powers)
S, H = np.zeros((size, size)), np.zeros((size, size))
for i, p in enumerate(powers):
    for j, q in enumerate(powers):
        n = p + q
        S[i, j] = radial_integral(n)
        slope = (p*q*radial_integral(n-2) - n*radial_integral(n-1)
                 + radial_integral(n))
        H[i, j] = slope/2 + radial_integral(n-2) - radial_integral(n-1)
dip = np.array([2/math.sqrt(3) * radial_integral(p + 2) for p in powers])
scale = 1 / np.sqrt(np.diag(S))
S, H, dip = S*np.outer(scale, scale), H*np.outer(scale, scale), dip*scale
levels, vectors = eigh(H, S)
excite = levels + 0.5
z2 = (vectors.T @ dip)**2
assert abs(z2.sum() - 1) < 1e-7
assert abs((excite * z2).sum() - 0.5) < 1e-7
assert excite.min() >= 0.375 - 1e-8
C = 6 * np.sum(np.outer(z2, z2) / (excite[:, None] + excite[None, :]))
assert 6 < C < 8

# Compact radius from the binding energy, extended one from the mean mass
a_compact = e2 / (2 * eps * bind_D)
mean_mass = 3 / (2 / mass_t + 1 / mass_l)
bohr = const.physical_constants["Bohr radius"][0] * 1e9
a_extended = bohr * eps / mean_mass
for rho in (2.0, R / a_compact, R / a_extended, 5.0):
    assert abs(neutral_ratio(rho) - neutral_ratio_fourier(rho)) < 1e-7
corrections = []
for a in (a_compact, a_extended):
    first = U * neutral_ratio(R / a)
    second = -C * e2 / (eps * a) * (a / R)**6
    corrections.append((first, second, first + second))
assert abs(corrections[0][2]) < 0.02 * U
assert abs(corrections[1][2]) < 0.20 * U

# Allowed separations between substitutional sites of the diamond lattice
g = np.arange(-40, 41)
X, Y, Z = np.meshgrid(g, g, g, indexing="ij")
same = (X % 2 == 0) & (Y % 2 == 0) & (Z % 2 == 0) & ((X+Y+Z) % 4 == 0)
other = (X % 2 == 1) & (Y % 2 == 1) & (Z % 2 == 1) & ((X+Y+Z) % 4 == 3)
shells = np.unique((X**2 + Y**2 + Z**2)[same | other])
shells = np.sqrt(shells[shells > 0]) * lattice / 4
R_below, R_above = shells[shells < R].max(), shells[shells > R].min()
step = coulomb(R_below) - coulomb(R_above)
step_linear = U * (R_above - R_below) / R
assert abs(step / step_linear - 1) < 0.01

photon = gap - bind_D - bind_A + U
kT10, kT300 = (const.k * T / const.e for T in (10, 300))

print(f"e^2 (Gaussian)                         {e2:.4f} eV nm")
print(f"dielectric constant, cold              {eps:.1f} (no unit)")
print(f"pair separation R                      {R:.1f} nm")
print(f"gap                                    {gap:.3f} eV")
print(f"donor binding energy                   {1e3*bind_D:.1f} meV")
print(f"acceptor binding energy                {1e3*bind_A:.1f} meV")
print(f"ion energy from field quadrature       {1e3*ion_energy:.3f} meV")
print(f"Coulomb term in photon energy          {1e3*U:.3f} meV")
print(f"Coulomb term, converted                {U*const.e:.3e} J")
print(f"photon energy without Coulomb term     {photon-U:.4f} eV")
print(f"zero-phonon photon energy              {photon:.4f} eV")
print(f"phonon energy                          {1e3*phonon:.1f} meV")
print(f"phonon replica                         {photon-phonon:.4f} eV")
print(f"dielectric constant, room              {eps_room:.1f} (no unit)")
print(f"Coulomb term with room value           "
      f"{1e3*coulomb(R, eps_room):.3f} meV")
print(f"dipole coefficient C                   {C:.4f} (no unit)")
print(f"transverse, longitudinal mass          "
      f"{mass_t:.2f}, {mass_l:.2f} free masses")
print(f"mean electron mass                     {mean_mass:.4f} free masses")
for name, a, values in zip(("compact", "extended"),
                           (a_compact, a_extended), corrections):
    print(f"{name}: radius a                    {a:.3f} nm")
    print(f"{name}: R/a                         {R/a:.3f} (no unit)")
    print(f"{name}: first-order J               {1e3*values[0]:+.3f} meV")
    print(f"{name}: second-order E2             {1e3*values[1]:+.3f} meV")
    print(f"{name}: sum J + E2                  {1e3*values[2]:+.3f} meV")
print(f"lattice constant                       {lattice:.3f} nm")
print(f"nearest allowed R below 5 nm           {R_below:.4f} nm")
print(f"nearest allowed R above 5 nm           {R_above:.4f} nm")
print(f"Coulomb step between these shells      {1e3*step:.4f} meV")
print(f"same step, linear estimate             {1e3*step_linear:.4f} meV")
print(f"thermal energy at 10 K                 {1e3*kT10:.3f} meV")
print(f"thermal energy at 300 K                {1e3*kT300:.2f} meV")
print("done: every assertion held")
```

Running it gives:

```
e^2 (Gaussian)                         1.4400 eV nm
dielectric constant, cold              11.4 (no unit)
pair separation R                      5.0 nm
gap                                    1.170 eV
donor binding energy                   45.0 meV
acceptor binding energy                45.0 meV
ion energy from field quadrature       -25.263 meV
Coulomb term in photon energy          25.263 meV
Coulomb term, converted                4.048e-21 J
photon energy without Coulomb term     1.0800 eV
zero-phonon photon energy              1.1053 eV
phonon energy                          58.0 meV
phonon replica                         1.0473 eV
dielectric constant, room              11.7 (no unit)
Coulomb term with room value           24.615 meV
dipole coefficient C                   6.4990 (no unit)
transverse, longitudinal mass          0.19, 0.92 free masses
mean electron mass                     0.2583 free masses
compact: radius a                    1.403 nm
compact: R/a                         3.563 (no unit)
compact: first-order J               +0.281 meV
compact: second-order E2             -0.286 meV
compact: sum J + E2                  -0.005 meV
extended: radius a                    2.335 nm
extended: R/a                         2.141 (no unit)
extended: first-order J               +0.955 meV
extended: second-order E2             -3.649 meV
extended: sum J + E2                  -2.694 meV
lattice constant                       0.543 nm
nearest allowed R below 5 nm           4.9970 nm
nearest allowed R above 5 nm           5.0062 nm
Coulomb step between these shells      0.0465 meV
same step, linear estimate             0.0465 meV
thermal energy at 10 K                 0.862 meV
thermal energy at 300 K                25.85 meV
done: every assertion held
```
